# Half-paired dopants in silicon: counting the nearest-neighbour bonds: test program

```python
"""Dopant pairing in silicon.
Result under test: with N sites and 2N nearest-neighbour bonds per volume,
dopants of density C and dimer binding energy E are half paired (by atoms) at
    k T = E / ln(N / (2 C)),
provided that each dopant has at most one dopant neighbour.
x = C/N is the site fraction; f is the fraction of dopant atoms in dimers.
Energies are in eV, temperatures in K, densities in cm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import gammaln, expit

K_B = const.k / const.e
a_cm = const.physical_constants["lattice parameter of silicon"][0] * 100
site_density = 8 / a_cm**3
dopant_density = 5e19
binding = 0.5
x = dopant_density / site_density
log_ratio = np.log(site_density / (2 * dopant_density))
T_half = binding / (K_B * log_ratio)


def paired_fraction(temperature, fraction=x, energy=binding):
    g = 4 * fraction * np.exp(energy / (K_B * temperature))
    return ((2 * g + 1) - np.sqrt(4 * g + 1)) / (2 * g)


# Diamond lattice from coordinates, periodic, lengths in lattice constants
cells = 20
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
origins = np.indices((cells,) * 3).reshape(3, -1).T
coords = (origins[:, None, :] + basis[None, :, :]).reshape(-1, 3)
num_sites = len(coords)
dist, index = cKDTree(coords, boxsize=cells).query(coords, k=6)
assert np.allclose(dist[:, 1:5], np.sqrt(3) / 4)
assert np.all(dist[:, 5] > 0.7)          # the fifth neighbour is farther away
neighbours = index[:, 1:5].astype(np.int64)
ends = np.column_stack([np.repeat(np.arange(num_sites), 4),
                        neighbours.ravel()])
ends.sort(axis=1)
bond_codes = np.unique(ends[:, 0] * num_sites + ends[:, 1])
bonds = np.column_stack([bond_codes // num_sites, bond_codes % num_sites])
bonds_per_site = len(bonds) / num_sites
assert bonds_per_site == 2

# Connected triples: extend every bond by a neighbour of either end
third = np.hstack([neighbours[bonds[:, 0]], neighbours[bonds[:, 1]]])
triples = np.column_stack([np.repeat(bonds, 8, axis=0), third.ravel()])
valid = ((triples[:, 2] != triples[:, 0]) & (triples[:, 2] != triples[:, 1]))
triples = np.sort(triples[valid], axis=1)
triple_codes = ((triples[:, 0] * num_sites + triples[:, 1]) * num_sites
                + triples[:, 2])
triples_per_site = len(np.unique(triple_codes)) / num_sites
assert triples_per_site == 6


def isolated_from_sum(atoms, fraction, temperature, trimer_energy=None):
    """Mean isolated fraction from an explicit sum over cluster numbers."""
    sites = atoms / fraction
    max_trimers = 0 if trimer_energy is None else atoms // 3
    n2, n3 = np.meshgrid(np.arange(atoms // 2 + 1),
                         np.arange(max_trimers + 1), indexing="ij")
    n1 = atoms - 2 * n2 - 3 * n3
    allowed = n1 >= 0
    n1, n2, n3 = n1[allowed], n2[allowed], n3[allowed]
    beta = 1 / (K_B * temperature)
    e3 = 0.0 if trimer_energy is None else trimer_energy
    logw = (n1 * np.log(sites) - gammaln(n1 + 1)
            + n2 * (np.log(bonds_per_site * sites) + beta * binding)
            - gammaln(n2 + 1)
            + n3 * (np.log(triples_per_site * sites) + beta * e3)
            - gammaln(n3 + 1))
    weight = np.exp(logw - logw.max())
    return np.sum(weight * n1) / np.sum(weight) / atoms


sum_half = 1 - isolated_from_sum(2000, x, T_half)
for temperature in (800.0, T_half, 1200.0):
    direct = 1 - isolated_from_sum(2000, x, temperature)
    assert abs(direct - paired_fraction(temperature)) < 2e-3


def monte_carlo(atoms, temperature, blocks, seed):
    """Paired fraction on the real lattice, at most one dopant neighbour."""
    rng = np.random.default_rng(seed)
    table = [tuple(row) for row in neighbours.tolist()]
    occupied = bytearray(num_sites)
    position = []
    while len(position) < atoms:
        s = int(rng.integers(num_sites))
        if not occupied[s] and not any(occupied[q] for q in table[s]):
            occupied[s] = 1
            position.append(s)
    break_probability = np.exp(-binding / (K_B * temperature))
    pairs, total, kept, block_size = 0, 0, 0, 100000
    for block in range(blocks):
        picks = rng.integers(atoms, size=block_size).tolist()
        targets = rng.integers(num_sites, size=block_size).tolist()
        coins = rng.random(block_size).tolist()
        block_total = 0
        for i, s, coin in zip(picks, targets, coins):
            if not occupied[s]:
                r = position[i]
                occupied[r] = 0
                p, q, u, v = table[r]
                old = occupied[p] + occupied[q] + occupied[u] + occupied[v]
                p, q, u, v = table[s]
                new = occupied[p] + occupied[q] + occupied[u] + occupied[v]
                allowed = new == 0
                if new == 1:
                    partner = next(t for t in table[s] if occupied[t])
                    allowed = not any(occupied[t] for t in table[partner])
                if allowed and (new >= old or coin < break_probability):
                    occupied[s] = 1
                    position[i] = s
                    pairs += new - old
                else:
                    occupied[r] = 1
            block_total += pairs
        if block >= blocks // 8:
            total += block_total
            kept += block_size
    return 2 * total / kept / atoms


mc_atoms = 64
mc_x = mc_atoms / num_sites
mc_half = monte_carlo(mc_atoms, T_half, 24, 11)
mc_hot = monte_carlo(mc_atoms, 1200.0, 12, 12)
# Tolerance: about four to five statistical standard errors
assert abs(mc_half - paired_fraction(T_half, mc_x)) < 0.025
assert abs(mc_hot - paired_fraction(1200.0, mc_x)) < 0.025
assert abs(T_half - 934) < 1
chance_pairing = paired_fraction(T_half, energy=0.0)
assert abs(chance_pairing / (4 * x) - 1) < 0.01

# Trimers, estimated with the isolated density of the half-paired state
kT = K_B * T_half
trimer_prefactor = 3 * triples_per_site * (x / 2)**3 / x
trimer_weak = trimer_prefactor * np.exp(binding / kT)
trimer_additive = trimer_prefactor * np.exp(2 * binding / kT)
trimer_limit = kT * np.log(0.01 / trimer_prefactor)
y = (-1 + np.sqrt(1 + 4.5)) / 4.5
T_trimer = binding / (K_B * np.log(y / x))
sum_trimer = isolated_from_sum(600, x, T_trimer, 2 * binding)
assert abs(sum_trimer - 0.5) < 5e-3

# Exchange symmetry of additive bonds at chemical potential -2E
random_occupation = np.random.default_rng(3).random(num_sites) < 0.2


def reduced_energy(occupation):
    bound = np.sum(occupation[bonds[:, 0]] & occupation[bonds[:, 1]])
    return -binding * bound + 2 * binding * np.sum(occupation)


assert np.isclose(reduced_energy(random_occupation),
                  reduced_energy(~random_occupation))
solubility = site_density * np.exp(-2 * binding / kT)

# Vibrational entropy of pairing, plus or minus one Boltzmann constant
T_entropy_plus = binding / (K_B * (log_ratio - 1))
T_entropy_minus = binding / (K_B * (log_ratio + 1))

# Neutral dimers consume two electrons; masses and gap are rough values
mass_e, mass_h, gap = 1.08, 1.1, 0.8


def band_density(mass, temperature):
    thermal = mass * const.m_e * const.k * temperature
    return 2 * (thermal / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def reduced_fermi_level(density, temperature):
    ratio = density / band_density(mass_e, temperature)

    def excess(eta):
        integral = quad(lambda t: 2 * t * t * expit(eta - t * t), 0, 9)[0]
        return 2 / np.sqrt(np.pi) * integral - ratio
    return brentq(excess, -12, 8)


def charge_condition(temperature):
    shift = (reduced_fermi_level(dopant_density, temperature)
             - reduced_fermi_level(dopant_density / 2, temperature))
    return binding / (K_B * temperature) - log_ratio - 2 * shift


T_charge = brentq(charge_condition, 500, 930)
T_charge_classical = binding / (K_B * (log_ratio + 2 * np.log(2)))
assert 0 < T_charge_classical - T_charge < 40
intrinsic = (np.sqrt(band_density(mass_e, T_half)
                     * band_density(mass_h, T_half))
             * np.exp(-gap / (2 * kT)))
assert intrinsic < 0.1 * dopant_density / 2

# Encounter time with rough equilibrium diffusion parameters
diff_prefactor, diff_barrier = 0.1, 3.5
bond_cm = np.sqrt(3) / 4 * a_cm


def encounter_time(temperature):
    diffusivity = diff_prefactor * np.exp(-diff_barrier / (K_B * temperature))
    return 1 / (8 * np.pi * bond_cm * diffusivity * dopant_density)


print(f"lattice constant: {a_cm * 1e8:.4f} angstrom")
print(f"bond length: {bond_cm * 1e8:.3f} angstrom")
print(f"site density N: {site_density:.4e} cm^-3")
print(f"bonds per site, counted: {bonds_per_site:.0f}")
print(f"bond density: {bonds_per_site * site_density:.4e} cm^-3")
print(f"dopant density C: {dopant_density:.1e} cm^-3")
print(f"site fraction x: {x:.4e}")
print(f"binding energy E: {binding:.2f} eV")
print(f"N/(2C): {site_density / (2 * dopant_density):.1f}")
print(f"ln(N/2C): {log_ratio:.4f}")
print(f"k T_half: {kT:.5f} eV")
print(f"T_half: {T_half:.1f} K = {T_half - const.zero_Celsius:.1f} C")
print(f"isolated density at T_half: {dopant_density / 2:.2e} cm^-3")
print(f"dimer density at T_half: {dopant_density / 4:.2e} cm^-3")
T_double = binding / (K_B * np.log(site_density / (4 * dopant_density)))
print(f"T if bonds are counted twice: {T_double:.0f} K")
for temperature in (800, 1000, 1200, 1300):
    print(f"paired fraction at {temperature} K: "
          f"{paired_fraction(temperature):.3f}")
print(f"chance pairing for E = 0: {100 * chance_pairing:.2f} %")
print(f"explicit sum, paired at T_half: {sum_half:.4f}")
print(f"Monte Carlo sites, dopants: {num_sites}, {mc_atoms}")
print(f"Monte Carlo, paired at T_half: {mc_half:.3f}")
print(f"Monte Carlo, paired at 1200 K: {mc_hot:.3f}")
print(f"T_half change per 0.1 eV in E: {0.1 / (K_B * log_ratio):.0f} K")
print(f"connected triples per site: {triples_per_site:.0f}")
print(f"atoms in trimers / C, E3 = 0.5 eV: {trimer_weak:.2e}")
print(f"atoms in trimers / C, E3 = 1.0 eV: {trimer_additive:.2f} (estimate)")
print(f"E3 giving 1 % of atoms in trimers: {trimer_limit:.3f} eV")
print(f"half isolated with additive trimers: {T_trimer:.0f} K")
print(f"explicit sum, isolated there: {sum_trimer:.4f}")
print(f"additive-bond solubility at T_half: {solubility:.1e} cm^-3")
print(f"T_half, pairing entropy +1 k_B: {T_entropy_plus:.0f} K")
print(f"T_half, pairing entropy -1 k_B: {T_entropy_minus:.0f} K")
print(f"rough electron, hole masses: {mass_e}, {mass_h} m_e")
print(f"rough hot band gap: {gap} eV")
print(f"intrinsic density at T_half: {intrinsic:.1e} cm^-3 (rough)")
print(f"T_half, neutral dimers: {T_charge:.0f} K")
print(f"same, nondegenerate electrons: {T_charge_classical:.0f} K")
print(f"rough diffusion prefactor: {diff_prefactor} cm^2/s")
print(f"rough diffusion barrier: {diff_barrier} eV")
print(f"encounter time at T_half: {encounter_time(T_half) / 86400:.0f} days")
print(f"encounter time at 1300 K: {encounter_time(1300):.0f} s")
print("done: every assertion held")
```

Running it gives:

```
lattice constant: 5.4310 angstrom
bond length: 2.352 angstrom
site density N: 4.9940e+22 cm^-3
bonds per site, counted: 2
bond density: 9.9879e+22 cm^-3
dopant density C: 5.0e+19 cm^-3
site fraction x: 1.0012e-03
binding energy E: 0.50 eV
N/(2C): 499.4
ln(N/2C): 6.2134
k T_half: 0.08047 eV
T_half: 933.8 K = 660.7 C
isolated density at T_half: 2.50e+19 cm^-3
dimer density at T_half: 1.25e+19 cm^-3
T if bonds are counted twice: 1051 K
paired fraction at 800 K: 0.659
paired fraction at 1000 K: 0.430
paired fraction at 1200 K: 0.269
paired fraction at 1300 K: 0.214
chance pairing for E = 0: 0.40 %
explicit sum, paired at T_half: 0.4999
Monte Carlo sites, dopants: 64000, 64
Monte Carlo, paired at T_half: 0.501
Monte Carlo, paired at 1200 K: 0.267
T_half change per 0.1 eV in E: 187 K
connected triples per site: 6
atoms in trimers / C, E3 = 0.5 eV: 1.13e-03
atoms in trimers / C, E3 = 1.0 eV: 0.56 (estimate)
E3 giving 1 % of atoms in trimers: 0.676 eV
half isolated with additive trimers: 1018 K
explicit sum, isolated there: 0.5003
additive-bond solubility at T_half: 2.0e+17 cm^-3
T_half, pairing entropy +1 k_B: 1113 K
T_half, pairing entropy -1 k_B: 804 K
rough electron, hole masses: 1.08, 1.1 m_e
rough hot band gap: 0.8 eV
intrinsic density at T_half: 1.1e+18 cm^-3 (rough)
T_half, neutral dimers: 748 K
same, nondegenerate electrons: 763 K
rough diffusion prefactor: 0.1 cm^2/s
rough diffusion barrier: 3.5 eV
encounter time at T_half: 30 days
encounter time at 1300 K: 13 s
done: every assertion held
```
